\section*{Rode Iteration for Polar-Optical Phonons and the Relaxation-Time Error}

\section{One absorption, one emission}

Take an electron of energy $E=\omega/2$ in a parabolic band, where $\omega$ is the energy of a polar-optical phonon. Hartree atomic units are used and temperature $T$ is an energy. The electron cannot emit a phonon, because its energy is too small. It moves with speed $v_0$ until it absorbs one, at a rate $D_0$, and reaches the shell $E=3\omega/2$. If $T\ll\omega$, few phonons are present, and emission from the upper shell is much faster than absorption. The electron soon returns to $\omega/2$.

Let $\lambda_0$ be its mean total displacement along its initial direction, and $\lambda_1$ the same quantity for an electron starting on the upper shell. If $c$ is the mean cosine of the scattering angle,
\begin{equation}
\lambda_0=\frac{v_0}{D_0}+c\lambda_1,\qquad
\lambda_1\simeq c\lambda_0 .
\end{equation}
The second relation neglects the short free flight on the upper shell. Substitution gives
\begin{equation}
\lambda_0=\frac{v_0}{D_0}\,\frac{1}{1-c^2}.
\label{round}
\end{equation}
The factor $c^2$ is the directional memory left after a round trip.

Solve the same equations by repeated substitution, starting from zero and updating both shells together. With $\ell=v_0/D_0$, the successive pairs $(\lambda_0,\lambda_1)$ are
\begin{equation}
(\ell,0),\quad(\ell,c\ell),\quad
\bigl((1+c^2)\ell,c\ell\bigr),\ldots
\end{equation}
This is Rode iteration in miniature. The first result, $\ell$, is a relaxation-time approximation (RTA) that treats every collision as a complete loss of direction. Later iterations restore the memory.

To find $c$, use the polar coupling, whose squared matrix element varies as $1/q^2$ with momentum transfer $q$. Let $k,k'$ be the wave numbers before and after scattering, and $\mu$ the cosine between the wave vectors. Then $q^2=a-b\mu$, with $a=k^2+k'^2$ and $b=2kk'$, and
\begin{align}
\int_{-1}^{1}\frac{d\mu}{a-b\mu}
&=\frac1b\ln\frac{a+b}{a-b}=\frac{\Lambda}{kk'},
&\Lambda&=\ln\frac{k+k'}{|k-k'|},\label{Lam}\\
\int_{-1}^{1}\frac{\mu\,d\mu}{a-b\mu}
&=\frac ab\frac{\Lambda}{kk'}-\frac2b=\frac{B}{kk'},
&B&=\frac{k^2+k'^2}{2kk'}\Lambda-1. \label{Bdef}
\end{align}
The first line uses $a\pm b=(k\pm k')^2$; the second uses $\mu=[a-(a-b\mu)]/b$. Hence $c=B/\Lambda$, the same for absorption and for the reverse emission. Here $k'/k=\sqrt3$, so $\Lambda=1.317$, $B=0.521$ and $c=0.395$. Equation~\eqref{round} multiplies $\ell$ by $1/(1-0.156)=1.185$.

Two other RTAs close the first equation by guessing $\lambda_1$. Setting $\lambda_1=\lambda_0$ gives the $1-\cos\theta$ rule and a factor $1/(1-c)=1.65$. Setting $\lambda_1=(k'/k)\lambda_0$ gives the momentum-loss rule and a factor $1/(1-\sqrt3c)=3.17$. Relative to $1.185$, the three errors are about $-16\%$, $+40\%$ and $+168\%$. The last two guesses give the upper shell a long mean free path, although rapid emission leaves it with little more than $c\lambda_0$.

\section{The Boltzmann equation}

Consider a uniform, bulk-like doped channel with one isotropic band $E=k^2/(2m)$, equilibrium phonons without dispersion, and a weak force $F$. The phonon occupation is $N=1/(e^{\omega/T}-1)$.

The coupling follows from the dielectric constants. A phonon mode with linear coupling $M_q$ to the charge density $\rho_q$ lowers its energy by $|M_q|^2|\rho_q|^2/\omega$ when its oscillator shifts to equilibrium. Since an interaction $v_q$ contributes $\frac12v_q|\rho_q|^2$, the lattice supplies $v_q=-2|M_q|^2/\omega$. It must reduce the interaction from $4\pi/(V\varepsilon_\infty q^2)$ to $4\pi/(V\varepsilon_0q^2)$, where $V$ is the volume. Therefore
\begin{equation}
|M_q|^2=\frac{2\pi\omega\eta}{Vq^2},\qquad
\eta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\end{equation}
Screening by the carriers is omitted. The golden rule gives
\begin{equation}
W(\mathbf k,\mathbf k')=2\pi|M_q|^2
[N\delta(E'-E-\omega)+(N+1)\delta(E'-E+\omega)].
\end{equation}

In the steady state $\mathbf F\cdot\nabla_{\mathbf k}f$ equals the collision integral
\begin{equation}
\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)f'(1-f)
-W(\mathbf k,\mathbf k')f(1-f')\right].
\end{equation}
Write $f=f_0+F\cos\theta\,g(E)$, with $\theta$ measured from the force and $f_0$ the Fermi function. To first order, the coefficient of $-\delta f$ is the sum of $W(\mathbf k,\mathbf k')(1-f_0')+W(\mathbf k',\mathbf k)f_0'$, and that of $\delta f'$ is $W(\mathbf k',\mathbf k)(1-f_0)+W(\mathbf k,\mathbf k')f_0$. Let $f_\pm=f_0(E\pm\omega)$. The thermal factors are
\begin{equation}
\begin{array}{lll}
&\text{out}&\text{in}\\
E'=E+\omega:&R_+=N+f_+&N+1-f_0\\
E'=E-\omega:&R_-=N+1-f_-&N+f_0 .
\end{array}
\end{equation}
For example, the first entry is $N(1-f_+)+(N+1)f_+$.

It is useful to set
\begin{equation}
g=\frac{f_0(1-f_0)}{T}\lambda=-\frac{df_0}{dE}\lambda .
\end{equation}
Detailed balance states $Nf_0(1-f_+)=(N+1)f_+(1-f_0)$. Using it to eliminate one term at a time,
\begin{equation}
N+f_+=\frac{N(1-f_+)}{1-f_0},\qquad
N+1-f_0=\frac{(N+1)(1-f_0)}{1-f_+}.
\end{equation}
It follows that
\begin{equation}
(N+1-f_0)f_+(1-f_+)=(N+f_+)f_0(1-f_0).
\label{balance}
\end{equation}
Thus, after division by $f_0(1-f_0)/T$, the in-scattering factor from the upper shell becomes $R_+$. Shifting the same identity down by $\omega$ gives $R_-$ for the lower shell.

Averaging $\cos\theta'$ around $\mathbf k$ gives $\mu\cos\theta$. The state sum is $V/(4\pi^2)\int mk'dE'\,d\mu$, so each shell has prefactor
\begin{equation}
2\pi\,(2\pi\omega\eta)\,\frac{mk'}{4\pi^2q^2}
=\frac{Ck'}{q^2},\qquad C=m\omega\eta .
\end{equation}
The integrals \eqref{Lam} and \eqref{Bdef} now give
\begin{align}
v&=D\lambda-P\lambda,\label{BTE}\\
D&=\frac Ck(R_+\Lambda_++R_-\Lambda_-)+\nu_{\rm el},\\
P\lambda&=\frac Ck\left[R_+B_+\lambda(E+\omega)
+R_-B_-\lambda(E-\omega)\right].
\end{align}
The lower-shell terms are absent for $E<\omega$. An isotropic elastic process contributes its rate $\nu_{\rm el}$ to $D$ but nothing to $P$, because its mean cosine vanishes.

The drift velocity per unit force is the mobility. With density $n=\pi^{-2}\int k^2f_0\,dk$, including spin, and angular average $\langle\cos^2\theta\rangle=1/3$,
\begin{equation}
\mu_{\rm d}=\frac{1}{3\pi^2n}\int k^2v g\,dk
=\frac{1}{3\pi^2n}\int k^2g\,dE,
\label{mob}
\end{equation}
because $v\,dk=dE$.

\section{The ladder algorithm}

Equation~\eqref{BTE} connects only energies separated by $\omega$. Write $E_j=\varepsilon+j\omega$, with $0<\varepsilon<\omega$. Every $\varepsilon$ then has its own tridiagonal system, and no interpolation between energies is needed. The two-shell problem is the start of one such ladder.

The calculation proceeds as follows.
\begin{enumerate}
\item Choose quadrature points $\varepsilon=\omega s^2$, $0<s<1$. Near a threshold the rates contain $\sqrt\varepsilon$, which becomes linear in $s$; the energy element is $d\varepsilon=2\omega s\,ds$.
\item Compute $D$ and the two coefficients of $P$ on each rung. Cut the ladder where the thermal population is negligible, with $\lambda=0$ above the cut.
\item Start from $\lambda^{(0)}=0$ and iterate
\begin{equation}
\lambda^{(n+1)}=\frac{v+P\lambda^{(n)}}{D}.
\label{rode}
\end{equation}
\item Evaluate \eqref{mob} at each step and stop when both the change and the error bound derived below are small enough.
\end{enumerate}
Equation~\eqref{rode} is Jacobi iteration for a tridiagonal matrix. A direct tridiagonal solve gives the same limit and is convenient here; the iteration retains its value when further inelastic processes couple more energies.

\section{Convergence and error bounds}

Define the inner product
\begin{equation}
\langle a,b\rangle=\int \frac{mk f_0(1-f_0)}{T}\,a\,b\,dE .
\end{equation}
Since $k=mv$, equation~\eqref{mob} becomes $\mu_{\rm d}=\langle v,\lambda\rangle/(3\pi^2n)$. The weighted element of $P$ from $E+\omega$ to $E$ is $mCf_0(1-f_0)R_+B_+/T$. By \eqref{balance} it equals the reverse element, so $P$ is symmetric in this inner product. Set
\begin{equation}
K=D^{-1/2}PD^{-1/2},\qquad x=D^{-1/2}v .
\end{equation}
Iteration \eqref{rode} then gives
\begin{equation}
\mu_n=\frac1{3\pi^2n_{\rm e}}
\sum_{j=0}^{n-1}\langle x,K^jx\rangle ,
\label{series}
\end{equation}
where $n_{\rm e}$ is the density and $n$ now counts iterations.

The weight $1/(a-b\mu)$ favours positive $\mu$, so $B>0$. All terms of \eqref{series} are therefore nonnegative, and the mobilities rise monotonically. Moreover $B<\Lambda$, because a mean cosine is less than one. Each row sum of $D^{-1}P$ is then below one, and on a finite ladder so is their maximum. This matrix has the eigenvalues of $K$, whose spectral radius $\rho$ is consequently below one. The iteration converges, and its first iterate, the out-rate RTA $\lambda=v/D$, underestimates the mobility in this model.

Since $\langle x,K^jx\rangle\le\rho^j\langle x,x\rangle$, summing the omitted terms gives
\begin{equation}
0\le\mu_{\rm d}-\mu_n\le\mu_1\frac{\rho^n}{1-\rho}.
\label{upper}
\end{equation}
For a lower bound on the RTA error, expand $x$ in eigenvectors of $K$. Then $\mu_{\rm d}/\mu_1$ is a weighted mean of $1/(1-t)$ over eigenvalues $t$, and the mean of $t$ is
\begin{equation}
\kappa=\frac{\langle x,Kx\rangle}{\langle x,x\rangle}
=\frac{\mu_2}{\mu_1}-1 .
\end{equation}
The function $1/(1-t)$ is convex for $|t|<1$, so $\mu_{\rm d}/\mu_1\ge1/(1-\kappa)$. Adding the case $n=1$ of \eqref{upper}, which reads $\mu_{\rm d}\le\mu_1/(1-\rho)$, gives
\begin{equation}
\kappa\le\frac{\mu_{\rm d}-\mu_1}{\mu_{\rm d}}\le\rho .
\label{both}
\end{equation}
Two iterations thus give a guaranteed minimum error of the out-rate RTA relative to the full solution.

The momentum-loss RTA has rate
\begin{equation}
\frac1{\tau_m}=\nu_{\rm el}+\frac Ck\sum_\pm R_\pm
\left(\Lambda_\pm-\frac{k_\pm}{k}B_\pm\right),
\end{equation}
where $k_\pm$ belongs to $E\pm\omega$. This is what $L=D-P$ does to the trial $\lambda\propto v$: $Lv=v/\tau_m$. Because $L$ is positive definite, the Cauchy inequality gives
\begin{equation}
\langle v,v\rangle^2=\langle L\lambda,v\rangle^2
\le\langle\lambda,L\lambda\rangle\langle v,Lv\rangle
=\langle v,\lambda\rangle\langle v,v/\tau_m\rangle .
\end{equation}
Hence $\langle v,v\rangle^2/\langle v,v/\tau_m\rangle$, divided by $3\pi^2n_{\rm e}$, is a variational lower bound on the mobility. The RTA instead uses $\langle v,\tau_mv\rangle$, which lies above the same bound by another Cauchy inequality provided $\tau_m>0$, as it is in the model below. Averaging the rate gives a lower bound; averaging the time does not.

\section{The low-temperature limit}

Let the carriers be nondegenerate and $T\ll\omega$. Only energies $E\ll\omega$ carry appreciable current, and \eqref{round} applies. Put $e=E/\omega$ and $r=k/k'=\sqrt{e/(1+e)}$. Since $\Lambda=2\,{\rm artanh}\,r=2\,{\rm arsinh}\sqrt e$,
\begin{equation}
D=\frac{CN\Lambda}{k}\simeq2\alpha\omega N\left(1-\frac e6\right),
\qquad \alpha=\eta\sqrt{\frac{m}{2\omega}},
\end{equation}
where $C/\sqrt{2m\omega}=\alpha\omega$ was used. Also $\Lambda\simeq2r(1+r^2/3)$, so
\begin{equation}
B\simeq(1+r^2)\left(1+\frac{r^2}{3}\right)-1\simeq\frac{4r^2}{3},
\qquad c\simeq\frac{2r}{3},\qquad c^2\simeq\frac{4e}{9}.
\end{equation}
The relaxation time is therefore
\begin{equation}
\tau=\frac1{D(1-c^2)}\simeq\frac1{2\alpha\omega N}
\left(1+\frac e6+\frac{4e}{9}\right).
\end{equation}

For constant $\tau$, integrating \eqref{mob} by parts gives $\mu_{\rm d}=\tau/m$. For $\tau(E)$, the normalized weight is proportional to $E^{3/2}e^{-E/T}$, with mean energy $5T/2$. Thus
\begin{align}
\mu_{\rm d}&\simeq\frac1{2\alpha\omega Nm}
\left(1+\frac{55}{36}\frac T\omega\right),\\
\frac{\mu_{\rm d}}{\mu_1}&\simeq1+\frac{10}{9}\frac T\omega .
\label{lowout}
\end{align}
The out-rate RTA becomes correct in this limit, because an electron that absorbs a phonon from very low energy loses nearly all directional memory.

The $1-\cos\theta$ time is $1/[D(1-c)]=(1+c)\tau$. Its mobility is too high by the fraction
\begin{equation}
\frac23\frac{\Gamma(3)}{\Gamma(5/2)}\sqrt{\frac T\omega}
\simeq1.00\sqrt{\frac T\omega},
\end{equation}
which vanishes more slowly. The momentum-loss rate is $D(1-c/r)\to D/3$, so its mobility is too high by a factor of three. At $T=0.005\omega$, a numerical ladder solution with the Fermi level $20T$ below the band gives a factor $2.99$.

\section{A wide-gap channel model}

Choose $m=0.2$, $\omega=0.0033$ hartree, $\varepsilon_\infty=5$, $\varepsilon_0=10$ and $T=0.00095$ hartree, or 300 K. The Fermi level lies $2T$ below the band edge. These are model parameters, not those of a particular material. They give $\eta=0.1$, $\alpha=0.55$, $N=0.0320$ and a density of $4.30\times10^{-8}$ bohr$^{-3}$.

At $E=\omega/2$, $k=0.0257$ bohr$^{-1}$ and $R_+=0.0327$. With $C=0.2\times0.0033\times0.1=6.6\times10^{-5}$,
\begin{equation}
D_0=\frac{6.6\times10^{-5}}{0.0257}(0.0327)(1.317)
\simeq1.11\times10^{-4}\ \text{hartree},
\end{equation}
an out-scattering time of 218 fs. In the two-shell estimate, the round-trip factor raises the effective time to $218\times1.185=259$ fs. The full ladder gives 267 fs at this energy, mainly because the free flight on the upper shell is no longer neglected.

The full calculation uses 24 rungs and 60 Gauss--Legendre points in $s$. The first six Rode mobilities, in atomic units, are
\begin{equation}
35426,\ 38175,\ 43592,\ 44016,\ 45004,\ 45077,
\end{equation}
and the converged value is $45335$, or about $1930$ cm$^2$/(V\,s). Large and small increments alternate. Odd powers of $K$ in \eqref{series} join rungs of opposite parity, whereas even powers include round trips to the lowest rung, where $D$ is small and $x$ is large because $N\ll1$. At $T=0.002$ hartree, where phonons are more plentiful, the increments fall steadily instead. A small change in one step is therefore not by itself a safe error estimate: the fifth-to-sixth change is about 70, but the remaining error is about 260.

The computed spectral radius is $\rho=0.497$. After six steps \eqref{upper} limits the remaining error to about 1070 atomic units, four times its actual size. From the first two iterates, $\kappa=38175/35426-1=0.078$. Equation~\eqref{both} consequently places the out-rate error between $7.8\%$ and $49.7\%$; the full solution gives $21.9\%$. The low-temperature law \eqref{lowout}, with $T/\omega=0.288$, would give $1-1/1.32=24\%$. That law assumes $E\ll\omega$, whereas the mean energy $5T/2$ is $0.72\omega$ here, so the closeness is no test of it.

The variational bound from $\lambda\propto v$ is $15595$, far below the full mobility, while the momentum-loss RTA gives $111035$. One common relaxation time describes this problem poorly.

The following signed errors are relative to the full mobility. The Fermi level stays at $-2T$, so the density changes with temperature.
\begin{center}
\begin{tabular}{cccc}
$T$ (hartree)&out-rate&$1-\cos\theta$&momentum-loss\\
0.00030&$-8.6\%$&$+28\%$&$+182\%$\\
0.00050&$-12.7\%$&$+34\%$&$+173\%$\\
0.00095&$-21.9\%$&$+30\%$&$+145\%$\\
0.00150&$-33.0\%$&$+15\%$&$+95\%$\\
0.00200&$-40.4\%$&$+7\%$&$+58\%$
\end{tabular}
\end{center}
No one of these RTAs is best throughout the range. Discarding in-scattering costs more on heating for two reasons. First, more electrons start above the emission threshold. The out-rate RTA counts only their short flight before emission, not the long path that follows at low energy. The mean cosine $c$ also increases with energy. Second, there are more phonons, so absorption becomes less rare relative to emission and the upper shells contribute more to the displacement. Each change matters by itself. From 8.6\% in the coldest row, the out-rate error grows to 37\% if only the thermal weights in \eqref{mob} are taken from the hottest row, and to 30\% if only the scattering rates are. Neighbouring shells also acquire more similar mean free paths. The mean ratio $\lambda(E+\omega)/\lambda(E)$, weighted by the contribution to the mobility, rises from 0.28 to 0.92, which brings it closer to the value of one assumed by the $1-\cos\theta$ rule.

Now add isotropic acoustic scattering with a mean free path of 5000 bohr, so $\nu_{\rm el}=k/(5000m)$. At 300 K the full mobility falls to $35272$ atomic units, about $1500$ cm$^2$/(V\,s). The three errors become $-18\%$, $+19\%$ and $+82\%$. The extra rate increases $D$ without increasing $P$, which reduces every nonzero element of $K$.

\section{Where the model fails}

The emission rate from $3\omega/2$ back to $\omega/2$ is approximately
\begin{equation}
\frac{6.6\times10^{-5}}{0.0445}(1.01)(1.317)
\simeq2.0\times10^{-3}\ \text{hartree}.
\end{equation}
It is about 18 times $D_0$, which supports the round-trip picture. It is also about $0.6\omega$, so the upper state is not sharply defined in energy. The solution and bounds above concern the Boltzmann equation; they do not measure the error of using that equation. Polaron corrections and collision broadening could change the mobility appreciably at this coupling.

Carrier screening is a smaller concern here, but not a vanishing one. With the static constant $\varepsilon_0$, the Debye wave number is $0.0075$ bohr$^{-1}$, against a smallest momentum transfer $k'-k=0.0188$ bohr$^{-1}$ in the half-phonon example. The squared ratio is $0.16$; with $\varepsilon_\infty$ it would be $0.32$. Adding static Debye screening to both dielectric constants in $\eta$ raises the calculated mobility by about 11\%. This overstates the effect. The plasma energy, $0.00074$ hartree with $\varepsilon_\infty$, is only $0.22\omega$, so the carriers cannot follow the phonon statically. Dividing $|M_q|^2$ by $|\varepsilon(q,\omega)|^2$, with the random-phase dielectric function of the nondegenerate carriers taken at the phonon frequency, enhances the coupling at the smallest $q$ and changes the mobility by only about 1\%. At higher density, dynamic screening can no longer be left out of $|M_q|^2$, and it changes $\Lambda$ and $B$.

Nonparabolicity, impurities, hot phonons and interface scattering are also absent. Impurities matter most. Ionized donors at the carrier density, treated with a Debye-screened Coulomb potential in the Born approximation, roughly halve the 300 K mobility and shrink the three errors to about $-16\%$, $+12\%$ and $+39\%$. In the coldest row of the table they dominate, and the three RTAs nearly coincide with the full solution. The table describes polar scattering alone. A thin two-dimensional channel needs subband form factors and different angular integrals. The ladder survives there if the phonon energy is fixed and any other scattering is elastic, but each rung must then contain every subband that has states at its energy.
